**Single-scattering EXAFS for an s core level: curved-wave and plane-wave forms against direct solutions**

The result is χ = −3cos²θ |f|/(kR²) sin(2kR + 2δ₁ + φ) e^{−2R/λ} e^{−2k²σ²}, in which the free-flight damping factor and the leading disorder factor multiply the real-energy large-kR limit of cos²θ Re[e^{2iδ₁}X⁰] + sin²θ Re[e^{2iδ₁}X¹]. Here δ₁ is the p phase shift of the absorber, f = |f|e^{iφ} the backscattering amplitude of a neighbour at distance R, θ the angle between polarization and bond, X⁰ and X¹ the curved-wave return amplitudes, λ = 1/Im k for E → E + iΓ, and σ² the variance of the bond length. For two Gaussian model wells the program asserts that a coupled-channel finite-difference solution matches the all-order pair formula within 0.5% (both polarizations, two real energies, one complex energy) and curved-wave single scattering within 3%, and that omitting or halving 2δ₁ fails. It also asserts that golden-rule angular integrals of explicit final states reproduce the formulas, that projected translation coefficients match their closed forms, that f(π) has the Born limit, and that the plane-wave error scales as 1/R and X¹/X⁰ as 1/R². Further assertions cover the damping exp(−κ dΦ/dk) with κ = 1/λ and Φ the total phase, Gauss–Hermite averages for the amplitude and phase of the disorder factor with correlated motion, and shell sums of 3cos²θ. At k = 6 Å⁻¹ and R = 2.5 Å the direct χ along the bond is 2.0714×10⁻³ and curved-wave single scattering gives 2.0691×10⁻³, while the plane-wave form gives 0.77×10⁻³ because this k lies near a node and its phase is off by 0.18 rad. With Γ = 4 eV, λ is 11.4 Å, and the direct damping ratio 0.631 lies slightly below e^{−2R/λ} = 0.646.

## Verification by program

```python
# Single-scattering EXAFS for an s core level (atomic units inside, eV and angstrom printed).
# Result under test:
#   chi = -3 cos^2(theta) |f|/(k R^2) sin(2kR + 2 delta1 + phi) exp(-2R/lam) exp(-2 k^2 sig2)
# large-kR limit of chi = cos^2 Re[e^{2i delta1} X0] + sin^2 Re[e^{2i delta1} X1],
#   X0 = 3 sum (2l+1) tau_l h_l'(kR)^2,  X1 = 1.5 sum (2l+1) l(l+1) tau_l (h_l(kR)/kR)^2.
# tau_l = (e^{2i delta_l}-1)/2 of neighbour B, delta1 = p phase of absorber A,
# f = |f|e^{i phi} backscattering amplitude, theta = angle(polarization, bond),
# lam = 1/Im k for E -> E + i Gamma, sig2 = variance of bond length. Wells -V exp(-r^2/a^2).
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.special import hankel1, jv, lpmv, eval_legendre
from scipy.integrate import solve_ivp
from numpy.polynomial.legendre import leggauss
from numpy.polynomial.hermite_e import hermegauss

HA = pc['Hartree energy in eV'][0]
A0 = pc['Bohr radius'][0]*1e10
VA, aA, VB, aB, bcore = 300/HA, 0.30/A0, 400/HA, 0.20/A0, 0.15/A0
R, k, Gam, sig2 = 2.5/A0, 6.0*A0, 4.0/HA, 0.005/A0**2
LM, LG = 8, 72
L = np.arange(LM+1)
def show(label, v, unit=''): print(f"{label} = {v:.5g} {unit}")
def sh(l, z): return np.sqrt(np.pi/(2*z))*hankel1(l+0.5, z)
def sj(l, z): return np.sqrt(np.pi/(2*z))*jv(l+0.5, z)
def dsh(l, z): return sh(l-1, z)-(l+1)/z*sh(l, z)
def dsj(l, z): return sj(l-1, z)-(l+1)/z*sj(l, z)
def source(r): return r**2*np.exp(-r**2/bcore**2)
def theta(l, m, x):
    nrm = (2*l+1)/2 if m == 0 else (2*l+1)/(2*l*(l+1))
    return np.sqrt(nrm)*lpmv(m, l, x)

def scatter(V, a, kk):
    # returns tau_l and overlap of the source with the p solution normalised to j1 + tau h1
    n = LM+1; r0, rm = 1e-3, 5*a
    def rhs(r, y):
        q = L*(L+1)/r**2-2*V*np.exp(-r*r/a**2)-kk*kk
        return np.concatenate([y[n:2*n], q*y[:n], [y[1]*source(r)]])
    y0 = np.concatenate([np.ones(n), (L+1)/r0, [0]]).astype(complex)
    y = solve_ivp(rhs, (r0, rm), y0, method='DOP853', rtol=1e-10, atol=1e-12).y[:, -1]
    F, dF, z = y[:n]/rm, y[n:2*n]/rm-y[:n]/rm**2, kk*rm+0j
    wh = kk*dsh(L, z)*F-sh(L, z)*dF
    tau = -(kk*dsj(L, z)*F-sj(L, z)*dF)/wh
    return tau, y[-1]/(wh[1]/(kk*1j/z**2))
def fback(tau, kk): return np.sum((2*L+1)*(-1.0)**L*tau)/(1j*kk)
def X0(tau, kk, r): return 3*np.sum((2*L+1)*tau*dsh(L, kk*r+0j)**2)
def X1(tau, kk, r): return 1.5*np.sum((2*L+1)*L*(L+1)*tau*(sh(L, kk*r+0j)/(kk*r))**2)
def Xplane(tau, kk, r): return 3j*fback(tau, kk)*np.exp(2j*kk*r)/(kk*r*r)

xq, wq = leggauss(64)
def translate(kk, m, d):
    # project outgoing waves h_l Y_lm onto regular waves about the point d*z, by quadrature
    rho = 0.8; ls = np.arange(m, LM+1)
    r = np.sqrt(d*d+rho*rho+2*d*rho*xq); ca = (d+rho*xq)/r
    out = np.array([sh(l, kk*r+0j)*theta(l, m, ca) for l in ls])
    reg = np.array([wq*theta(l, m, xq)/sj(l, kk*rho+0j) for l in ls])
    return reg@out.T
def dG_full(kk, m):
    tA, M = scatter(VA, aA, kk); tB, _ = scatter(VB, aB, kk)
    X = translate(kk, m, -R)@np.diag(tB[m:])@translate(kk, m, R)
    a = np.linalg.solve(np.eye(len(X))-X@np.diag(tA[m:]), X[:, 1-m])
    return -2j*kk*M*M*a[1-m]

xg, wg = leggauss(200)
def grid_G(E, m, N, withB):
    # <s|(E-H)^-1|s> from finite differences in r, coupled partial waves, outgoing boundary
    ls = np.arange(m, LG+1) if withB else np.array([1])
    i1 = int(np.where(ls == 1)[0][0]); h = (R+4.5*aB)/N; c = 0.5/h**2; kk = np.sqrt(2*E+0j)
    T = np.array([theta(l, m, xg) for l in ls])
    P = np.diag((N+1)*sh(ls, kk*h*(N+1))/(N*sh(ls, kk*h*N)))
    q = np.zeros(len(ls), complex); tot = 0j
    for n in range(N, 0, -1):
        r = n*h
        D = np.diag(E+VA*np.exp(-r*r/aA**2)-ls*(ls+1)/(2*r*r)-2*c)+c*P
        if withB and abs(r-R) < 4.6*aB:
            D = D+(T*(wg*VB*np.exp(-(r*r+R*R-2*r*R*xg)/aB**2)))@T.T
        g = np.linalg.inv(D)
        y = -c*q; y[i1] += source(r)
        q = g@y; tot += y@q; P = -c*g
    return h*tot
def grid(E, m):
    v = []
    for N in (300, 600):
        g0 = grid_G(E, m, N, False)
        v.append(np.array([grid_G(E, m, N, True)-g0, g0]))
    d, g0 = (4*v[1]-v[0])/3      # Richardson extrapolation in h^2
    return d, -g0.imag

# radial solver and f(pi) against the first Born amplitude
tw, _ = scatter(1e-3, aB, k)
assert abs(fback(tw, k)/(1e-3*np.sqrt(np.pi)*aB**3/2*np.exp(-(k*aB)**2))-1) < 2e-3
tA, MA = scatter(VA, aA, k); tB, _ = scatter(VB, aB, k)
e2d = 1+2*tA[1]; z = k*R+0j
assert np.max(abs(abs(1+2*tB)-1)) < 1e-7
# closed translation coefficients and their symmetry against projection
B0, B1, A0m = translate(k, 0, R), translate(k, 1, R), translate(k, 0, -R)
assert np.allclose(B0[:, 1], -(-1.0)**L*np.sqrt(3*(2*L+1))*dsh(L, z), rtol=1e-8)
l1 = L[1:]
assert np.allclose(B1[:, 0], (-1.0)**(l1+1)*np.sqrt(1.5*(2*l1+1)*l1*(l1+1))*sh(l1, z)/z, rtol=1e-8)
assert np.max(abs(A0m-B0.T)) < 1e-8*np.max(abs(B0))
assert np.max(abs(translate(k, 1, -R)-B1.T)) < 1e-8*np.max(abs(B1))

# golden rule, free absorber: eps.grad psi_k(0) integrated over all directions of k
ph = np.arange(12)*np.pi/6; st = np.sqrt(1-xq**2)
kh = np.array([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)), np.outer(xq, np.ones(12))])
def parts(pt):
    rb = pt-np.array([0, 0, R]); nb = np.linalg.norm(rb); cg = np.tensordot(rb/nb, kh, 1)
    sc = sum((2*l+1)*1j**int(l)*tB[l]*sh(l, k*nb+0j)*eval_legendre(l, cg) for l in L)
    return np.array([np.exp(1j*k*np.tensordot(pt, kh, 1)), np.exp(1j*k*R*kh[2])*sc])
gold = {}
for deg in (0, 35, 90):
    t = np.radians(deg); e = 1e-3*np.array([np.sin(t), 0, np.cos(t)])
    d, s = parts(e)-parts(-e); n0 = wq@(abs(d)**2).sum(1)
    gold[deg] = (wq@(2*(d.conj()*s).real).sum(1)/n0, wq@(abs(s)**2).sum(1)/n0)
    c2 = np.cos(t)**2; xf = c2*X0(tB, k, R)+(1-c2)*X1(tB, k, R)
    assert abs(sum(gold[deg])-xf.real) < 1e-4*abs(xf)
# golden rule with both potentials, polarization along the bond
pA = np.array([1j**int(l)*theta(l, 0, xq) for l in L]); pB = pA*np.exp(1j*k*R*xq)
aex = np.linalg.solve(np.eye(LM+1)-A0m@np.diag(tB)@B0@np.diag(tA), pA+A0m@np.diag(tB)@pB)
chi_gold = wq@abs(aex[1])**2/(wq@abs(pA[1])**2)-1
mu0 = 2*k*abs(MA)**2
assert abs(chi_gold+dG_full(k, 0).imag/mu0) < 1e-7

# direct two-centre solution; tolerance covers grid and partial-wave truncation
E = k*k/2; p = np.sqrt(2*(E+1j*Gam)); k4 = 4*A0
d0, m0 = grid(E, 0); d1, _ = grid(E, 1); d4, m4 = grid(k4*k4/2, 0); dc, mc = grid(E+1j*Gam, 0)
assert abs(m0/mu0-1) < 1e-4
errs = [abs(d/dG_full(kk, m)-1) for d, kk, m in ((d0, k, 0), (d1, k, 1), (d4, k4, 0), (dc, p, 0))]
assert max(errs) < 5e-3
Zg, Zg1, Zs, Zs1 = 1j*d0/m0, 1j*d1/m0, e2d*X0(tB, k, R), e2d*X1(tB, k, R)
assert abs(Zg/Zs-1) < 0.03 and abs(Zg1/Zs1-1) < 0.03       # omitted triple scattering
assert abs(Zg/X0(tB, k, R)-1) > 0.3 and abs(Zg/(np.sqrt(e2d)*X0(tB, k, R))-1) > 0.2
# plane-wave limit: error ~ 1/R, perpendicular term ~ 1/R^2
ep = lambda r: abs(X0(tB, k, r)/Xplane(tB, k, r)-1)
rp = lambda r: abs(X1(tB, k, r)/X0(tB, k, r))
assert abs(ep(30*R)/ep(300*R)/10-1) < 0.1 and ep(300*R) < 5e-3
assert abs(rp(30*R)/rp(300*R)/100-1) < 0.1
# damping of the direct solution
dk = 1e-3; zc = []; zp = []
for kk in (k+dk, k-dk):
    a_, b_ = scatter(VA, aA, kk)[0], scatter(VB, aB, kk)[0]
    zc.append((1+2*a_[1])*X0(b_, kk, R)); zp.append((1+2*a_[1])*fback(b_, kk))
slope_c, dpsi = np.angle(zc[0]/zc[1])/(2*dk), np.angle(zp[0]/zp[1])/(2*dk)
lam = 1/p.imag; lnr = np.log(abs(dc/d0))
assert abs(lam*Gam/k-1) < 1e-3
assert abs(lnr/(-slope_c/lam)-1) < 0.03 and 0.65 < lnr/(-2*R/lam) < 1.3
tAp, tBp = scatter(VA, aA, p)[0], scatter(VB, aB, p)[0]
Zp0, Zp1 = (1+2*tAp[1])*X0(tBp, p, R), (1+2*tAp[1])*X1(tBp, p, R)
assert abs(mc/m0-1) < 0.1 and abs(-dc.imag/mc-Zp0.real) < 0.15*abs(Zp0)
# thermal averages by Gauss-Hermite quadrature
xh, wh_ = hermegauss(14); wh_ = wh_/wh_.sum(); rr = R+np.sqrt(sig2)*xh
DW = np.exp(-2*k*k*sig2)
av = wh_@(np.exp(2j*p*(rr-R))*(R/rr)**2)
assert abs(av/(np.exp(-2*p*p*sig2)/(1+2j*p*sig2/R)**2)-1) < 5e-3
assert abs(abs(av)/DW-1) < 5e-3 and abs(np.angle(av)+4*k*sig2*(1/R+1/lam)) < 2e-3
avc = wh_@np.array([X0(tB, k, r) for r in rr])/X0(tB, k, R)
assert abs(abs(avc)/DW-1) < 0.03
u2, corr, sp2 = 0.005/A0**2, 0.5, 0.008/A0**2
g1, g2, g3, g4 = np.meshgrid(xh, xh, xh, xh, indexing='ij')
W = np.einsum('i,j,k,l->ijkl', wh_, wh_, wh_, wh_)
zz = R+np.sqrt(u2)*(corr*g1+np.sqrt(1-corr**2)*g2-g1); dist = np.sqrt(zz**2+sp2*(g3**2+g4**2))
av3 = np.sum(W*np.exp(2j*k*(dist-R))*(R/dist)**2*(zz/dist)**2)
s2c = 2*u2*(1-corr)
assert abs(abs(av3)/np.exp(-2*k*k*s2c)-1) < 0.015 and abs(abs(av3)/np.exp(-4*k*k*u2)-1) > 0.2
assert abs(np.angle(av3)-(2*k*sp2-4*k*s2c)/R) < 3e-3
# shell sums of 3 cos^2
eps = np.array([0.3, -0.5, 0.7]); eps /= np.linalg.norm(eps)
cube = np.array([[a, b, c] for a in (1, -1) for b in (1, -1) for c in (1, -1)])/np.sqrt(3)
sq = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0], [0, -1, 0]])
Neff = 3*np.sum((cube@eps)**2); Nsq = 3*np.sum((sq@[0.6, 0.8, 0])**2)
assert abs(Neff-8) < 1e-12 and abs(Nsq-6) < 1e-12

f = fback(tB, k); del1 = (np.angle(e2d)/2) % np.pi; Phi = 2*k*R+2*del1+np.angle(f)
amp = abs(f)/(k*R*R); mfp = np.exp(-2*R/lam)
assert abs(-3*amp*np.sin(Phi)-(e2d*Xplane(tB, k, R)).real) < 1e-10
print(f"well A: depth {VA*HA:.0f} eV, width {aA*A0:.2f} A; well B: {VB*HA:.0f} eV, {aB*A0:.2f} A")
print(f"core width {bcore*A0:.2f} A; R {R*A0:.2f} A; k {k/A0:.1f} 1/A; Gamma {Gam*HA:.1f} eV; sigma^2 {sig2*A0**2:.3f} A^2")
show("k", k, "1/bohr"); show("R", R, "bohr"); show("kinetic energy", E*HA, "eV"); show("kR", k*R)
show("absorber delta1", del1, "rad")
for l in range(4): show(f"neighbour delta{l}", (np.angle(1+2*tB[l])/2) % np.pi, "rad")
show("|f(pi)|", abs(f)*A0, "A"); show("phi", np.angle(f), "rad")
show("absorber |f(pi)|", abs(fback(tA, k))*A0, "A")
show("2kR+2delta1+phi", Phi, "rad"); show("sin(phase)", np.sin(Phi)); show("|f|/(kR^2)", amp)
show("free absorber theta=0 interference term", gold[0][0])
show("free absorber theta=0 |scattered|^2 term", gold[0][1])
show("free absorber theta=0 chi, golden rule", sum(gold[0])); show("  Re X0", X0(tB, k, R).real)
show("free absorber theta=35 deg chi, golden rule", sum(gold[35]))
show("pair chi parallel, direct grid", Zg.real); show("pair chi parallel, golden rule", chi_gold)
show("pair chi parallel, curved single scattering", Zs.real)
show("pair chi parallel, plane wave", -3*amp*np.sin(Phi))
show("amplitude curved |X0|", abs(Zs)); show("amplitude plane 3|f|/(kR^2)", 3*amp)
show("phase curved minus plane", np.angle(X0(tB, k, R)/Xplane(tB, k, R)), "rad")
show("pair chi perpendicular, direct grid", Zg1.real); show("  curved single scattering", Zs1.real)
show("|X1/X0|", rp(R)); show("largest grid vs all-order error", max(errs))
show("single vs all-order relative difference", abs(1j*dG_full(k, 0)/mu0/Zs-1))
show("plane-wave error at R", ep(R)); show("  at 30R", ep(30*R)); show("  at 300R", ep(300*R))
show("lambda (amplitude)", lam*A0, "A"); show("intensity mean free path", lam*A0/2, "A")
show("exp(-2R/lambda)", mfp); show("grid damping ratio", np.exp(lnr))
show("dPhase/dk curved", slope_c*A0, "A"); show("exp(-(dPhase/dk)/lambda)", np.exp(-slope_c/lam))
show("d(2delta1+phi)/dk", dpsi*A0, "A"); show("apparent distance", (R+dpsi/2)*A0, "A")
show("mu0(Gamma)/mu0", mc/m0); show("damped pair chi, grid", -dc.imag/mc)
show("damped pair chi, complex-k formula", Zp0.real)
show("exp(-2k^2 sigma^2)", DW); show("1D average modulus", abs(av))
show("1D average phase", np.angle(av), "rad"); show("-4k sigma^2(1/R+1/lambda)", -4*k*sig2*(1/R+1/lam), "rad")
print(f"3D model: u^2 {u2*A0**2:.3f} A^2, correlation {corr}, perp {sp2*A0**2:.3f} A^2, sigma^2 {s2c*A0**2:.3f} A^2")
print(f"3D average modulus {abs(av3):.4f}, phase {np.angle(av3):.4f} rad, predicted {(2*k*sp2-4*k*s2c)/R:.4f} rad")
print(f"sum 3cos^2: cube diagonals {Neff:.3f}, square in plane {Nsq:.3f}")
show("shell envelope", Neff*amp*mfp*DW); show("shell chi, standard equation", -Neff*amp*np.sin(Phi)*mfp*DW)
show("shell chi, curved wave, complex phases", (Neff/3*Zp0+(8-Neff/3)*Zp1).real*DW)
print("tests ok")
```

Printed output:

```
well A: depth 300 eV, width 0.30 A; well B: 400 eV, 0.20 A
core width 0.15 A; R 2.50 A; k 6.0 1/A; Gamma 4.0 eV; sigma^2 0.005 A^2
k = 3.1751 1/bohr
R = 4.7243 bohr
kinetic energy = 137.16 eV
kR = 15 
absorber delta1 = 1.0363 rad
neighbour delta0 = 1.1965 rad
neighbour delta1 = 0.42211 rad
neighbour delta2 = 0.045697 rad
neighbour delta3 = 0.0041839 rad
|f(pi)| = 0.11484 A
phi = 2.5694 rad
absorber |f(pi)| = 0.12883 A
2kR+2delta1+phi = 34.642 rad
sin(phase) = -0.084311 
|f|/(kR^2) = 0.0030625 
free absorber theta=0 interference term = -0.026205 
free absorber theta=0 |scattered|^2 term = 0.018456 
free absorber theta=0 chi, golden rule = -0.007749 
  Re X0 = -0.007749 
free absorber theta=35 deg chi, golden rule = -0.0051906 
pair chi parallel, direct grid = 0.0020714 
pair chi parallel, golden rule = 0.0020714 
pair chi parallel, curved single scattering = 0.0020691 
pair chi parallel, plane wave = 0.0007746 
amplitude curved |X0| = 0.0079763 
amplitude plane 3|f|/(kR^2) = 0.0091874 
phase curved minus plane = 0.17799 rad
pair chi perpendicular, direct grid = -4.0878e-05 
  curved single scattering = -4.0878e-05 
|X1/X0| = 0.0052434 
largest grid vs all-order error = 2.1475e-05 
single vs all-order relative difference = 0.0016609 
plane-wave error at R = 0.21168 
  at 30R = 0.0075293 
  at 300R = 0.00075455 
lambda (amplitude) = 11.431 A
intensity mean free path = 5.7156 A
exp(-2R/lambda) = 0.64571 
grid damping ratio = 0.63075 
dPhase/dk curved = 5.2525 A
exp(-(dPhase/dk)/lambda) = 0.63161 
d(2delta1+phi)/dk = 0.25205 A
apparent distance = 2.626 A
mu0(Gamma)/mu0 = 0.98899 
damped pair chi, grid = 0.0010551 
damped pair chi, complex-k formula = 0.0010554 
exp(-2k^2 sigma^2) = 0.69768 
1D average modulus = 0.69944 
1D average phase = -0.058627 rad
-4k sigma^2(1/R+1/lambda) = -0.058498 rad
3D model: u^2 0.005 A^2, correlation 0.5, perp 0.008 A^2, sigma^2 0.005 A^2
3D average modulus 0.6955, phase -0.0096 rad, predicted -0.0096 rad
sum 3cos^2: cube diagonals 8.000, square in plane 6.000
shell envelope = 0.011037 
shell chi, standard equation = 0.00093055 
shell chi, curved wave, complex phases = 0.0018678 
tests ok
```
